Ewald energy, forces and stress, with self and background terms

Q: You want the electrostatic energy of a periodic set of ions. The Coulomb sum over an infinite crystal depends on the order of its terms. What number are you computing?

A: One fixed by a boundary condition. Point charges q_i sit at r_i in a cell of volume V, repeated by the lattice vectors n. Let Q = Σ_i q_i and k = 1/(4πε0). If Q is not zero, a uniform background of density −Q/V makes the cell neutral. I require a periodic potential with zero average over the cell. Periodicity excludes a macroscopic field, as if the sample were surrounded by a conductor.

Let ψ(r) be the potential of a unit charge at the origin, its images and its own background:

−∇²ψ = (1/ε0)[Σ_n δ(r+n) − 1/V],  ∫_cell ψ d³r = 0.

The potential of all ions is Σ_j q_j ψ(r−r_j). In the energy ½∫(charge density)(potential), the background contributes nothing because the average potential is zero. At its own site an ion must feel its images and background, but not itself. That leaves the constant

ξ = lim_{r→0}[ψ(r) − k/r],

and the energy per cell is, with r_ij = r_i − r_j,

E = ½ Σ_{i≠j} q_i q_j ψ(r_ij) + ½ ξ Σ_i q_i².  (1)

No splitting parameter has appeared.

Q: Nor has a usable ψ. Can you write it down without one?

A: Yes. Start from the Gaussian integral

1/r = (2/√π) ∫₀^∞ exp(−t²r²) dt.

Summing this over images diverges at small t, where broad Gaussians overlap. Their sum has the cell average

(1/V) ∫ exp(−t²r²) d³r = π^{3/2}/(Vt³),

the integral running over all space. Subtract it, which is the work of the background:

ψ(r) = (2k/√π) ∫₀^∞ dt [Σ_n exp(−t²|r+n|²) − π^{3/2}/(Vt³)].  (2)

Q: Why does that converge, and why does it solve your equation?

A: Expand the Gaussian sum in a Fourier series over reciprocal vectors G, defined by exp(iG·n) = 1. Its coefficient is an integral over one cell of a sum over images, hence an integral over all space:

(1/V) ∫ exp(−iG·r − t²r²) d³r = [π^{3/2}/(Vt³)] exp(−G²/4t²),

by completing the square in each direction. Therefore

Σ_n exp(−t²|r+n|²) = [π^{3/2}/(Vt³)] Σ_G exp(−G²/4t²) exp(iG·r).  (3)

The subtraction in (2) removes the G = 0 term. As t→0 the rest vanishes faster than any power of t. As t→∞, with r not a lattice vector, the Gaussians vanish and 1/t³ is integrable. Both ends converge.

For G ≠ 0 the Fourier coefficient of ψ follows with s = 1/t², for which t⁻³dt = −½ds:

(2πk/V) ∫₀^∞ t⁻³ exp(−G²/4t²) dt = (πk/V) ∫₀^∞ exp(−G²s/4) ds = 4πk/(VG²) = 1/(ε0VG²).

This is what the Poisson equation requires, since −∇² multiplies the coefficient by G² and the source coefficient is 1/(ε0V). The integrations may be exchanged: the cell average of the absolute integrand is at most 2π^{3/2}/(Vt³) at large t and exponentially small at small t. The G = 0 coefficient is zero, so the average is right too.

Q: Where does the Ewald parameter enter?

A: It cuts integral (2) at t = α, where α > 0 is an inverse length. Above the cut I keep the sum over n. The substitution u = t|r+n| gives

(2/√π) ∫_α^∞ exp(−t²|r+n|²) dt = erfc(α|r+n|)/|r+n|,

and the subtracted average gives

−(2k/√π)(π^{3/2}/V) ∫_α^∞ t⁻³ dt = −πk/(Vα²).

Below the cut I use (3) without G = 0. The variable s now runs from 1/α² to infinity:

(2πk/V) ∫₀^α t⁻³ exp(−G²/4t²) dt = exp(−G²/4α²)/(ε0VG²).

Altogether

ψ(r) = k Σ_n erfc(α|r+n|)/|r+n| + (1/ε0V) Σ_{G≠0} exp(−G²/4α²) exp(iG·r)/G² − πk/(Vα²).  (4)

Since α marks a cut in a fixed integral, ψ does not depend on it.

Q: And the self term? It looks like a correction added by hand.

A: It follows from the definition of ξ. Subtracting k/r removes the n = 0 Gaussian at every t. Above the cut this deletes the n = 0 erfc term. Below the cut that Gaussian is hidden in the reciprocal sum, so its share must be subtracted there:

(2k/√π) ∫₀^α exp(−t²r²) dt → 2kα/√π as r→0.

Thus

ξ = k Σ_{n≠0} erfc(α|n|)/|n| + (1/ε0V) Σ_{G≠0} exp(−G²/4α²)/G² − πk/(Vα²) − 2kα/√π.

Insert this and (4) into (1). Define S(G) = Σ_j q_j exp(iG·r_j), so that Σ_ij q_i q_j exp(iG·r_ij) = |S|². The constant −πk/(Vα²) multiplies ½Σ_ij q_i q_j = Q²/2, and πk = 1/(4ε0). With R the length of the vector r_i − r_j + n,

E = (k/2) Σ'_{ijn} q_i q_j erfc(αR)/R
 + (1/2ε0V) Σ_{G≠0} exp(−G²/4α²)|S|²/G²
 − (kα/√π) Σ_i q_i² − Q²/(8ε0Vα²).  (5)

The prime omits i = j with n = 0. The four terms are the real-space, reciprocal, self and background energies.

Q: I would still like to see the α dependence cancel in (5) itself.

A: Differentiate each term. Since d[erfc(αR)/R]/dα = −(2/√π)exp(−α²R²), the real-space derivative is

−(k/√π) Σ'_{ijn} q_i q_j exp(−α²R²).

Complete the sum by adding the omitted terms, each with R = 0, and compensate. Then apply (3) at t = α:

dE_real/dα = −(1/4ε0Vα³) Σ_G exp(−G²/4α²)|S|² + (k/√π) Σ_i q_i².

This sum includes G = 0, where |S|² = Q². The other derivatives are

dE_rec/dα = +(1/4ε0Vα³) Σ_{G≠0} exp(−G²/4α²)|S|²,
dE_self/dα = −(k/√π) Σ_i q_i²,
dE_back/dα = +Q²/(4ε0Vα³).

The reciprocal term cancels every G ≠ 0, the background cancels G = 0, and the self term cancels the compensation. The total is zero for any positions, cell and net charge. Derivatives of E with respect to positions or cell are therefore independent of α as well. Truncated sums are independent only to within their truncation error.

Q: Then give me the forces.

A: Differentiate (5) with respect to r_i. An ion appears in each pair twice, which removes the factor ½. Let R_a be the Cartesian components of r_i − r_j + n, and define

f(R) = erfc(αR)/R² + (2α/√π) exp(−α²R²)/R,

which is −d[erfc(αR)/R]/dR. In the reciprocal term,

∂|S|²/∂r_ia = 2 Re[iG_a q_i exp(iG·r_i)S*] = −2q_i G_a Im[exp(iG·r_i)S*].

With the minus sign of force = −gradient,

F_ia = k q_i Σ'_{jn} q_j f(R) R_a/R
 + (q_i/ε0V) Σ_{G≠0} exp(−G²/4α²)(G_a/G²) Im[exp(iG·r_i)S*].  (6)

An ion's own images move with it and exert no net force: in (6) their terms cancel between n and −n. The self and background energies contain no positions. The forces add to zero, because real-space pairs are opposite and the reciprocal sum contains Im[SS*] = 0.

Q: For the stress, the cell changes too. Does the background matter then?

A: It does, through V. Apply a small strain ε_ab to all positions and lattice vectors, δr_a = Σ_b ε_ab r_b, keeping fractional coordinates and charges fixed. Define

σ_ab = (1/V) ∂E/∂ε_ab,

so tension is positive. This is the electrostatic part, without kinetic stress. The ingredients are

∂R/∂ε_ab = R_aR_b/R,  ∂V/∂ε_ab = Vδ_ab,  ∂G²/∂ε_ab = −2G_aG_b.

The last holds because G·n must stay fixed, which requires δG_b = −Σ_a ε_ab G_a. For the same reason G·r_j, and hence S, is unchanged. I hold α fixed, which is allowed because E does not depend on it.

The reciprocal energy contains 1/V, giving −δ_ab, and a function of G² with

d[exp(−G²/4α²)/G²]/dG² = −[exp(−G²/4α²)/G²](1/G² + 1/4α²).

Multiplying by −2G_aG_b cancels the minus sign. The background energy is proportional to −1/V, so its derivative is positive. Collecting terms,

σ_ab = −(k/2V) Σ'_{ijn} q_i q_j f(R) R_aR_b/R
 + (1/2ε0V²) Σ_{G≠0} exp(−G²/4α²)(|S|²/G²)[2G_aG_b(1/G² + 1/4α²) − δ_ab]
 + δ_ab Q²/(8ε0V²α²).  (7)

The self energy gives nothing. The trace has a simple value. Multiply all lengths by λ and replace α by α/λ, which is harmless. Every term of (5) then scales as 1/λ, so E(λ) = E/λ. Its derivative at λ = 1 is the sum of the three diagonal strain derivatives:

V(σ_xx + σ_yy + σ_zz) = −E.  (8)

This holds for charged cells too.

Q: Let us have a number. What does (5) give for rock salt?

A: Take a model crystal of point ions ±e with nearest-neighbour distance d = 0.28 nm, without short-range repulsion or polarization. The cubic cell has edge L = 2d = 0.56 nm, volume 0.175616 nm³ and eight ions. I include at least all R up to 6/α and all |G| up to 12α, where erfc(6) and exp(−36) are negligible. The energies per cell, in eV, are:

α = 6 nm⁻¹: real −2.028363, reciprocal 5.075172, self −38.995824, total −35.949015
α = 10 nm⁻¹: real −0.009255, reciprocal 29.053280, self −64.993040, total −35.949015
α = 16 nm⁻¹: real 0.000000, reciprocal 68.039849, self −103.988864, total −35.949015

A larger α moves the work into the reciprocal sum. The reciprocal and self energies each change by tens of eV and the real-space energy by about 2 eV, while the total stays fixed.

The cell holds four ion pairs, so the energy per pair is −35.949015/4 = −8.987254 eV. The Madelung constant M_R is defined by E_pair = −M_R ke²/d, and ke²/d = 5.142731 eV. Hence

M_R = 8.987254/5.142731 = 1.747565.

The value is a property of the structure; d cancels.

Q: Could a plain Coulomb sum have told you that?

A: Yes, if it is arranged well. Sum over a cube centred on one ion, giving ions on faces, edges and corners the weights ½, ¼ and ⅛. This cube is a stack of small blocks of edge d, each with one eighth of an ion at every corner. A block has no net charge, dipole or quadrupole, so its potential falls as the inverse fourth power of distance and the sum over blocks converges absolutely. Shifting the crystal by d along an axis reverses all charges, so the potential averages to zero, as (1) requires. A cube of half-width 40d gives 1.74756461, against 1.74756459 from (5).

By cubic symmetry and (8), the stress is

σ_xx = −E/(3V) = 35.949015/(3 × 0.175616) = 68.23 eV/nm³ = 10.93 GPa.

It is tensile: point ions alone would pull the crystal together. A real crystal needs the repulsion omitted here.

Q: You chose a conducting surrounding. Suppose I sum whole cells in a growing sphere instead. Do I get your energy?

A: Not if the cell has a dipole. Take a neutral cubic cell and let ψ_B(r) be the sum of k/|r+n| over |n| ≤ B. Inside the sphere ψ_B and ψ have the same point charges, but ψ also has a background. Their difference D = ψ_B − ψ obeys

∇²D = −1/(ε0V).

The third derivatives of k/|r+n| fall as n⁻⁴, so their sum converges absolutely and is periodic as B→∞. The third derivatives of D then become periodic, harmonic and free of singularities. They are bounded and therefore constant, so D tends to a polynomial of degree at most three, apart from a constant that grows with B. Cubic symmetry leaves

D = C − r²/(6ε0V).

Now add ½Σ_ij q_i q_j D(r_ij) to E. Neutrality removes C. In r_ij² = r_i² + r_j² − 2r_i·r_j it also removes the first two terms. With M = Σ_i q_i r_i,

E_sphere = E + M²/(6ε0V).  (9)

M depends on which ions are grouped into a cell, because that grouping decides which ions lie at the surface.

For example, take L = 0.5 nm and charges 1, −1.5, 1.2 and −0.7 e at fractional positions (0.1, 0.2, 0.15), (0.6, 0.7, 0.3), (0.3, 0.8, 0.7) and (0.8, 0.3, 0.8). Then M = (−1.00, −0.10, −0.02)eL. Equation (5) gives −18.383582 eV and the surface term is 6.094439 eV, together −12.289143 eV. Direct summation over cells within 30L gives −12.289143 eV.

Q: Does this choice change forces in a simulation?

A: It can. In the rock-salt cell, displace one cation and its images by u along x. The part of E that depends on its position is q_1 Σ_{j≠1} q_j ψ(r_1−r_j). Away from the charges ∇²ψ = 1/(ε0V), and the other charges in the cell add to −e. The Laplacian of E with respect to r_1 is therefore −e²/(ε0V). At a cubic site it is shared equally among three directions, so to first order

F = +e²u/(3ε0V).

The force points away from the site. For u = 0.004 nm it is 0.13738 eV/nm, while (6) gives 0.13817 eV/nm, which is 0.6% more.

Q: Where does the excess come from?

A: Mostly from the six nearest anions. With x = u/d, their inverse distances add to

(1/d)[1/(1−x) + 1/(1+x) + 4/√(1+x²)] = (1/d)[6 + (7/2)x⁴ + …].

The x² terms cancel. The energy −(7/2)(ke²/d)x⁴ gives an outward force 14(ke²/d²)x³ = 0.00075 eV/nm. The actual excess is 0.00079 eV/nm; more distant ions supply the rest.

For the sphere, group the eight ions as the corners of a cube of edge d, which has no dipole before the displacement. Then M = eu, and (9) adds the force −e²u/(3ε0V), cancelling the linear term. A grouping that starts with a dipole M₀ along x would add a further constant force −eM₀/(3ε0V) on the cation. The energy changes show it: −0.27556 meV with conducting surroundings, but −0.00079 meV from the direct sphere sum with B = 30L. Energy, forces and stress must therefore use the same boundary condition.

The displacement also makes the stress anisotropic: σ_xx = 10.9385 GPa and σ_yy = 10.9293 GPa.

Q: So far the background has been zero. Show me a case where forgetting it does damage.

A: Remove one cation from each eight-ion cell, leaving the others in place. Now Q = −e. For α = 6, 10 and 16 nm⁻¹ the first three terms of (5) add to −30.251854, −30.480828 and −30.559314 eV. They disagree by up to 0.31 eV. The background terms are −0.357771, −0.128798 and −0.050312 eV, and each total is −30.609625 eV to within the last digit.

Q: Is that total physical, or merely consistent?

A: It is the energy of a periodic array of vacancies in a neutralizing background. All eight ions of the perfect cell are equivalent, so each carries E/8:

½[q_i Σ_{j≠i} q_j ψ(r_ij) + ξe²] = E/8.

The interaction of one ion with the others is therefore E/4 − ξe². Removing the ion takes away this and its image energy ½ξe²:

E_vac = E − (E/4 − ξe²) − ½ξe² = ¾E + ½ξe².

Numerically, ½ξe² = −30.609625 + 26.961761 = −3.647864 eV. Since ke²/L = 2.571366 eV, this means ξ = −2.8373 k/L. The same value comes from the Poisson equation without α: sum the Fourier series of ψ along z in closed form, then extrapolate ψ − k/r to r = 0.

For a cubic cell ξ scales as 1/L, so this image energy decays slowly as the cell grows. It belongs to the periodic array, not to an isolated vacancy. Nor is E_vac a vacancy formation energy: relaxation, electronic screening and the destination of the removed ion are all missing.
